# Critical and Koehler illumination: equal mask coherence from a large incoherent source: test program

```python
"""
Result under test: a large uniform incoherent source imaged onto a mask
(critical illumination) gives the degree of coherence mu = 2 J1(v)/v,
v = 2 pi NA separation / wavelength, whatever the condenser phase errors.
This equals ideal Koehler illumination with the same condenser aperture NA.

Internal units: mask lengths in wavelength/NA, pupil radius rho from 0 to 1.
W = wavefront error in waves; K = condenser amplitude point-spread function;
D = fraction of the full intensity lost because the source is finite.
"""
import numpy as np
from scipy.special import j0, j1, jv, jn_zeros

# Model parameters, rough regime of an i-line 5x reduction stepper.
wavelength_nm = 365.0
condenser_na = 0.06
separation_nm = 3000.0
source_radius_nm = 3.0e6
small_radius_nm = 3.0e4
spherical_waves = 5.0
bandwidth_nm = 6.0
off_centre_nm = 1.5e6

unit_nm = wavelength_nm / condenser_na
separation = separation_nm / unit_nm
step = separation / 2
half_grid = 64       # half-width of the K table, in steps
half_source = 60     # half-width of the source table, in steps


def gauss_panels(low, high, panels, order=8):
    """Composite Gauss-Legendre nodes and weights."""
    t, w = np.polynomial.legendre.leggauss(order)
    half = (high - low) / panels / 2
    centres = low + half * (2 * np.arange(panels) + 1)
    return (centres[:, None] + half * t).ravel(), np.tile(half * w, panels)


def airy_mu(v):
    return 2 * j1(v) / v


def point_spread(wave_error, amplitude=lambda rho: 1.0):
    """K on a square grid by direct quadrature over the circular pupil."""
    grid = step * np.arange(-half_grid, half_grid + 1)
    theta = 2 * np.pi * np.arange(240) / 240
    total = np.zeros((grid.size, grid.size), complex)
    for rho, weight in zip(*gauss_panels(0, 1, 20)):
        pupil = amplitude(rho) * np.exp(2j * np.pi * wave_error(rho, theta))
        pupil = pupil * weight * rho * 2 * np.pi / theta.size
        ex = np.exp(2j * np.pi * rho * np.outer(np.cos(theta), grid))
        ey = np.exp(2j * np.pi * rho * np.outer(np.sin(theta), grid))
        total += (ex * pupil[:, None]).T @ ey
    return total


def shifted(K, k):
    """K(x - s) for all source points s, with x = k steps along the x axis."""
    n, m = half_source, half_grid
    return K[m + k - n:m + k + n + 1, m - n:m + n + 1][::-1, ::-1]


def mutual(K1, K2, source, k1, k2):
    """Incoherent sum over source points, from the definition."""
    return step**2 * np.sum(source * shifted(K1, k1) * shifted(K2, k2).conj())


def degree(K, source, k1, k2):
    norm = mutual(K, K, source, k1, k1) * mutual(K, K, source, k2, k2)
    return mutual(K, K, source, k1, k2) / np.sqrt(norm.real)


axis = step * np.arange(-half_source, half_source + 1)
sx, sy = np.meshgrid(axis, axis, indexing="ij")
source_r = np.hypot(sx, sy)
test_radius = half_source * step
large_disc = (source_r <= test_radius + 1e-9).astype(float)
small_radius = small_radius_nm / unit_nm
small_disc = (source_r <= small_radius + 1e-9).astype(float)

# Polar quadrature used by the derived pupil formulas.
rho_nodes, rho_weights = gauss_panels(0, 1, 12)
theta_nodes = 2 * np.pi * np.arange(128) / 128
RHO, THETA = np.meshgrid(rho_nodes, theta_nodes, indexing="ij")
AREA = (rho_weights * rho_nodes)[:, None] * 2 * np.pi / 128 * np.ones_like(RHO)


def pupil_average(weight, distance):
    """Normalized Fourier integral of a pupil weight."""
    wave = np.exp(2j * np.pi * RHO * np.cos(THETA) * distance)
    return np.sum(AREA * weight * wave) / np.sum(AREA * weight)


def ray_weight(profile, spherical, centre_x):
    """Source brightness met by each ray traced back from the mask."""
    slope = 4 * spherical * RHO**3
    return profile(centre_x + slope * np.cos(THETA), slope * np.sin(THETA))


# Koehler: Fresnel integral from front to back focal plane of a lens.
# Here wavelength * focal length = 1 and the source disc has radius 1.
def focal_field(x, xi):
    t = np.linspace(-6, 6, 1201)
    u = t * np.exp(0.25j * np.pi)      # rotated path makes the integral converge
    xi = np.asarray(xi)[:, None]
    phase = (u - xi)**2 - u**2 + (x - u)**2
    return np.sum(np.exp(1j * np.pi * phase), axis=1) * (t[1] - t[0])


kr, kw = gauss_panels(0, 1, 2)
kt = 2 * np.pi * np.arange(48) / 48
KR, KT = np.meshgrid(kr, kt, indexing="ij")
k_area = ((kw * kr)[:, None] * np.ones_like(KR)).ravel()
xi, eta = (KR * np.cos(KT)).ravel(), (KR * np.sin(KT)).ravel()
vertical = np.abs(focal_field(0.0, eta))**2
field_1 = focal_field(0.3 + separation, xi)
field_2 = focal_field(0.3, xi)
koehler = np.sum(k_area * vertical * field_1 * field_2.conj())
koehler /= np.sqrt(np.sum(k_area * vertical * np.abs(field_1)**2)
                   * np.sum(k_area * vertical * np.abs(field_2)**2))
v = 2 * np.pi * separation
mu_formula = airy_mu(v)
assert abs(koehler - mu_formula) < 1e-6

# Critical illumination with a finite but large source, several aberrations.
aberrations = {
    "no aberration": lambda r, t: 0 * t,
    "3 waves defocus": lambda r, t: 3 * r**2 + 0 * t,
    "mixed aberration": lambda r, t: (r**4 + 0.8 * r**3 * np.cos(t)
                                      + 0.6 * r**2 * np.cos(2 * t)),
}
spreads = {name: point_spread(w) for name, w in aberrations.items()}
critical, losses, largest_error = {}, {}, 0.0
for name, K in spreads.items():
    for k1, k2 in [(1, 0), (1, -1), (2, -1), (3, -3)]:
        ideal = airy_mu(2 * np.pi * (k1 - k2) * step)
        d1 = 1 - mutual(K, K, large_disc, k1, k1).real / np.pi
        d2 = 1 - mutual(K, K, large_disc, k2, k2).real / np.pi
        missing = ideal - mutual(K, K, large_disc, k1, k2) / np.pi
        assert abs(missing) <= np.sqrt(d1 * d2) + 1e-5
        error = abs(degree(K, large_disc, k1, k2) - ideal)
        worst = max(d1, d2)
        assert error <= 2 * worst / (1 - worst) + 1e-5
        assert error < 0.03            # remaining finite-source error
        largest_error = max(largest_error, error)
    critical[name] = degree(K, large_disc, 1, -1)
    losses[name] = 1 - mutual(K, K, large_disc, 0, 0).real / np.pi
v_test = 2 * np.pi * test_radius
airy_loss = j0(v_test)**2 + j1(v_test)**2
assert abs(losses["no aberration"] / airy_loss - 1) < 0.03

# Amplitude errors do matter: transmitted intensity 1 - rho^2.
K_apod = point_spread(lambda r, t: 2 * r**2 + 0 * t,
                      lambda r: np.sqrt(1 - r**2))
mu_apod = degree(K_apod, large_disc, 1, -1)
assert abs(mu_apod - 8 * jv(2, v) / v**2) < 0.01
assert abs(mu_apod - mu_formula) > 0.05

# Aberration that differs between the two mask points.
cross = mutual(spreads["no aberration"], spreads["3 waves defocus"],
               large_disc, 1, -1) / np.pi
cross_formula = np.sum(AREA * np.exp(2j * np.pi * (
    RHO * np.cos(THETA) * separation - 3 * RHO**2))) / np.pi
assert abs(cross - cross_formula) < 0.03

# Ray formula: displaced Gaussian source, one wave of spherical aberration.
def test_gaussian(x, y):
    return np.exp(-2 * ((x - 2)**2 + y**2) / 6**2)


K_one = point_spread(lambda r, t: r**4 + 0 * t)
gauss_direct = degree(K_one, test_gaussian(sx, sy), 1, -1)
gauss_ray = pupil_average(ray_weight(test_gaussian, 1.0, 0.0), separation)
assert abs(gauss_direct - gauss_ray) < 0.3 * abs(gauss_direct - mu_formula)

# Source too small for the aberration: rays that miss it close the aperture.
K_five = point_spread(lambda r, t: spherical_waves * r**4 + 0 * t)
mu_small_aberrated = degree(K_five, small_disc, 1, -1)
mu_small_ideal = degree(spreads["no aberration"], small_disc, 1, -1)
open_radius = (small_radius / (4 * spherical_waves))**(1 / 3)
mu_small_ray = airy_mu(open_radius * v)
assert abs(mu_small_aberrated - mu_small_ray) < 0.05
assert abs(mu_small_aberrated - mu_small_ideal) > 0.2

# Intensity lost at the example's full source size, by radial quadrature.
source_radius = source_radius_nm / unit_nm
pr, pw = gauss_panels(0, 1, 400)
rr, rw = gauss_panels(0, source_radius, 500, 10)
bessel = j0(2 * np.pi * np.outer(rr, pr))
phase = 2 * np.pi * spherical_waves * pr**4
base = 2 * np.pi * pw * pr
parts = bessel @ np.column_stack([base, base * np.cos(phase),
                                  base * np.sin(phase)])
del bessel
loss_ideal = 1 - 2 * np.sum(rw * rr * parts[:, 0]**2)
loss_aberrated = 1 - 2 * np.sum(rw * rr * (parts[:, 1]**2 + parts[:, 2]**2))
v_source = 2 * np.pi * source_radius
assert abs(loss_ideal * np.pi * v_source / 2 - 1) < 0.02
assert 0 < loss_aberrated < 2 * loss_ideal
mu_bound = 2 * loss_aberrated / (1 - loss_aberrated)

# Effects neglected by the ideal result, at the example's own numbers.
band, band_w = gauss_panels(-bandwidth_nm / 2, bandwidth_nm / 2, 1)
band_mu = np.sum(band_w * airy_mu(v * wavelength_nm / (wavelength_nm + band)))
band_change = abs(band_mu / bandwidth_nm - mu_formula)


def arc(x, y):
    return np.exp(-2 * (x**2 + y**2) / source_radius**2)


arc_centre = pupil_average(ray_weight(arc, spherical_waves, 0.0), separation)
arc_off = pupil_average(ray_weight(arc, spherical_waves,
                                   off_centre_nm / unit_nm), separation)
drift_waves = spherical_waves * separation_nm / source_radius_nm
drift_mu = np.sum(AREA * np.exp(2j * np.pi * (
    RHO * np.cos(THETA) * separation + drift_waves * RHO**4))) / np.pi
oblique_mu = pupil_average(np.sqrt(1 - (condenser_na * RHO)**2), separation)
ray_shift_nm = 4 * spherical_waves * unit_nm
first_zero_nm = jn_zeros(1, 1)[0] / (2 * np.pi) * unit_nm

print(f"wavelength: {wavelength_nm:.0f} nm")
print(f"condenser NA at mask: {condenser_na:.2f} (no unit)")
print(f"mask separation: {separation_nm:.0f} nm")
print(f"source-image radius: {source_radius_nm:.0f} nm")
print(f"spherical aberration: {spherical_waves:.1f} waves")
print(f"wavelength/NA: {unit_nm:.1f} nm")
print(f"v at mask separation: {v:.4f} (no unit)")
print(f"mu from 2 J1(v)/v: {mu_formula:.5f} (no unit)")
print(f"mu Koehler, Fresnel integral: {koehler.real:.5f} (no unit)")
print(f"first zero of mu: {first_zero_nm:.1f} nm")
print(f"test source radius: {test_radius * unit_nm:.0f} nm")
for name in spreads:
    value = critical[name]
    print(f"mu critical, {name}: {value.real:.5f} {value.imag:+.5f}i (no unit)")
    print(f"D at centre, {name}: {losses[name]:.5f} (no unit)")
print(f"D Airy formula, test source: {airy_loss:.5f} (no unit)")
print(f"largest mu error in tests: {largest_error:.5f} (no unit)")
print(f"mu with apodized pupil: {mu_apod.real:.5f} (no unit)")
print(f"mu apodized, formula: {8 * jv(2, v) / v**2:.5f} (no unit)")
print(f"Gaussian test, direct: {gauss_direct:.4f} (no unit)")
print(f"Gaussian test, ray formula: {gauss_ray:.4f} (no unit)")
print(f"largest ray aberration: {ray_shift_nm:.0f} nm")
print(f"v for source radius: {v_source:.1f} (no unit)")
print(f"D full source, no aberration: {loss_ideal:.3e} (no unit)")
print(f"D full source, aberrated: {loss_aberrated:.3e} (no unit)")
print(f"bound on mu error, full source: {mu_bound:.3e} (no unit)")
print(f"small source radius: {small_radius_nm:.0f} nm")
print(f"mu small source, no aberration: {mu_small_ideal.real:.4f} (no unit)")
print(f"mu small source, aberrated: {mu_small_aberrated.real:.4f} (no unit)")
print(f"open pupil fraction, by radius: {open_radius:.4f} (no unit)")
print(f"mu small source, ray formula: {mu_small_ray:.4f} (no unit)")
print(f"lamp bandwidth, full width: {bandwidth_nm:.1f} nm")
print(f"mu change, bandwidth: {band_change:.2e} (no unit)")
print(f"mu change, Gaussian arc centre: {abs(arc_centre - mu_formula):.2e} (no unit)")
print(f"off-centre mask position: {off_centre_nm:.0f} nm")
print(f"mu change, Gaussian arc off centre: {abs(arc_off - mu_formula):.2e} (no unit)")
print(f"aberration drift over separation: {drift_waves:.4f} waves")
print(f"mu change, aberration drift: {abs(drift_mu - mu_formula):.2e} (no unit)")
print(f"mu change, obliquity weight: {abs(oblique_mu - mu_formula):.2e} (no unit)")
print("every check passed")
```

Output:

```
wavelength: 365 nm
condenser NA at mask: 0.06 (no unit)
mask separation: 3000 nm
source-image radius: 3000000 nm
spherical aberration: 5.0 waves
wavelength/NA: 6083.3 nm
v at mask separation: 3.0986 (no unit)
mu from 2 J1(v)/v: 0.19460 (no unit)
mu Koehler, Fresnel integral: 0.19460 (no unit)
first zero of mu: 3709.8 nm
test source radius: 90000 nm
mu critical, no aberration: 0.19792 -0.00000i (no unit)
D at centre, no aberration: 0.00689 (no unit)
mu critical, 3 waves defocus: 0.19857 -0.00000i (no unit)
D at centre, 3 waves defocus: 0.00825 (no unit)
mu critical, mixed aberration: 0.19859 -0.00023i (no unit)
D at centre, mixed aberration: 0.00761 (no unit)
D Airy formula, test source: 0.00688 (no unit)
largest mu error in tests: 0.00401 (no unit)
mu with apodized pupil: 0.40524 (no unit)
mu apodized, formula: 0.40514 (no unit)
Gaussian test, direct: 0.2420+0.1297j (no unit)
Gaussian test, ray formula: 0.2345+0.1374j (no unit)
largest ray aberration: 121667 nm
v for source radius: 3098.6 (no unit)
D full source, no aberration: 2.055e-04 (no unit)
D full source, aberrated: 2.058e-04 (no unit)
bound on mu error, full source: 4.117e-04 (no unit)
small source radius: 30000 nm
mu small source, no aberration: 0.2050 (no unit)
mu small source, aberrated: 0.5933 (no unit)
open pupil fraction, by radius: 0.6271 (no unit)
mu small source, ray formula: 0.5967 (no unit)
lamp bandwidth, full width: 6.0 nm
mu change, bandwidth: 1.01e-05 (no unit)
mu change, Gaussian arc centre: 2.86e-04 (no unit)
off-centre mask position: 1500000 nm
mu change, Gaussian arc off centre: 1.44e-02 (no unit)
aberration drift over separation: 0.0050 waves
mu change, aberration drift: 1.10e-03 (no unit)
mu change, obliquity weight: 1.90e-04 (no unit)
every check passed
```
